# Does a five-orbital Kanamori Hamiltonian describe the d-shell multiplets?

**Question**

I treat an isolated d shell with the five-orbital Kanamori Hamiltonian

\[
\begin{aligned}
H_K={}&U\sum_a n_{a\uparrow}n_{a\downarrow}+U'\sum_{a\neq b}n_{a\uparrow}n_{b\downarrow}+(U'-J)\sum_{a<b,\sigma}n_{a\sigma}n_{b\sigma}\\
&-J\sum_{a\neq b}c^\dagger_{a\uparrow}c_{a\downarrow}c^\dagger_{b\downarrow}c_{b\uparrow}+J\sum_{a\neq b}c^\dagger_{a\uparrow}c^\dagger_{a\downarrow}c_{b\downarrow}c_{b\uparrow},
\end{aligned}
\]

with \(U'=U-2J\). Spin flips and pair hopping are included, and I understood this choice to make the model rotationally invariant. I therefore took it to be the full Coulomb interaction of the shell. For two electrons, however, \(^3F\) and \(^3P\) come out at the same energy. Is my code wrong, or is something missing from the Hamiltonian? If so, would orbital-dependent \(U'_{ab}\) and \(J_{ab}\) cure it?

**Answer**

Your code is right. The Hamiltonian is rotationally invariant, but it is not the Coulomb interaction of a d shell, and orbital-dependent \(U'_{ab}\) and \(J_{ab}\) do not cure it.

I assume one radial function for all five orbitals, and no crystal field or spin-orbit coupling unless stated.

**Why the Kanamori triplets coincide**

Put both spins up, in orbitals \(a\neq b\). The \(U\) term needs a doubly occupied orbital, and so does pair hopping. The spin flip needs opposite spins. Only the parallel-spin density term acts, so each of the ten pairs is an eigenstate with energy \(U'-J\). Two d electrons with antisymmetric orbital part have \(L=3\) or \(L=1\), which is \(7+3=10\) states. Hence \(^3F\) and \(^3P\) coincide for any \(U\), \(U'\), \(J\).

With \(U'=U-2J\) there is a symmetry behind this. Write a general interaction as

\[
H=\tfrac12\sum_{abcd,\sigma\sigma'}V_{abcd}\,c^\dagger_{a\sigma}c^\dagger_{b\sigma'}c_{d\sigma'}c_{c\sigma},
\]

where \(a,c\) belong to electron 1 and \(b,d\) to electron 2. The Kanamori tensor is

\[
V^K_{abcd}=U'\delta_{ac}\delta_{bd}+J(\delta_{ad}\delta_{bc}+\delta_{ab}\delta_{cd}),
\]

since \(a=b=c=d\) gives \(U'+2J=U\). Kronecker deltas are unchanged by every orthogonal mixing of the five orbitals. That is the group O(5), with ten independent rotations, whereas space has three. The model has too much symmetry: reversing the sign of an orbital that belongs to one pair but not to another forbids any coupling between different pairs, and exchanging orbitals carries any pair into any other, so all ten must have the same energy. These two discrete operations remain symmetries for any \(U'\), which is why the degeneracy does not depend on \(U'=U-2J\).

**The actual Coulomb tensor**

Write the angular part of each real orbital as

\[
\phi_a(\mathbf n)=\sqrt{\tfrac{15}{8\pi}}\;\mathbf n^TM_a\mathbf n,\qquad \mathrm{tr}\,M_aM_b=\delta_{ab},
\]

with \(M_a\) symmetric and traceless. For \(xy\), the entries \((x,y)\) and \((y,x)\) are \(1/\sqrt2\), and similarly for \(yz\) and \(xz\). Further, \(M_{x^2-y^2}=\mathrm{diag}(1,-1,0)/\sqrt2\) and \(M_{z^2}=\mathrm{diag}(-1,-1,2)/\sqrt6\).

The multipole expansion of \(1/r_{12}\) gives Slater integrals \(F^k\) times angular integrals with kernel \(P_k(\mathbf n\cdot\mathbf n')\). A product \(\phi_a\phi_c\) contains only \(k=0,2,4\). The 15 symmetric index pairs \((ac)\) split into these angular momenta once each, \(1+5+9\). By rotational invariance each angular integral is therefore a number \(\lambda_k\) times the projector \(\mathcal P_k\) onto that part of pair space:

\[
V=\sum_{k=0,2,4}\lambda_kF^k\mathcal P_k .
\]

To find \(\lambda_k\), take the trace, setting \((bd)=(ac)\) and summing. With \(\sum_a\phi_a(\mathbf n)\phi_a(\mathbf n')=\frac{5}{4\pi}P_2\),

\[
(2k+1)\lambda_k=\Big(\frac{5}{4\pi}\Big)^2 8\pi^2\int_{-1}^1P_2^2P_k\,dx=\frac{25}{2}\int_{-1}^1P_2^2P_k\,dx .
\]

Since \(P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4\) and \(\int P_k^2dx=2/(2k+1)\), we get \(\lambda_0=5\), \(\lambda_2=2/7\), \(\lambda_4=10/63\).

The projectors add up to the identity on symmetric pairs, so

\[
\mathcal P_0=\tfrac15\delta_{ac}\delta_{bd},\qquad
\mathcal P_4=\tfrac12(\delta_{ab}\delta_{cd}+\delta_{ad}\delta_{bc})-\mathcal P_0-\mathcal P_2 .
\]

Inserting these,

\[
V=\Big(F^0-\tfrac{2}{63}F^4\Big)\delta_{ac}\delta_{bd}+\tfrac{5}{63}F^4(\delta_{ad}\delta_{bc}+\delta_{ab}\delta_{cd})+\Big(\tfrac27F^2-\tfrac{10}{63}F^4\Big)\mathcal P_2 .
\]

The Racah parameters are

\[
A=F^0-\frac{49F^4}{441},\quad B=\frac{F^2}{49}-\frac{5F^4}{441},\quad C=\frac{35F^4}{441}.
\]

The three coefficients are then \(A+C\), \(C\) and \(14B\).

It remains to write \(\mathcal P_2\). The \(L=2\) combination of two orbitals is the symmetric traceless matrix

\[
D_{ac}=M_aM_c+M_cM_a-\tfrac23\delta_{ac}\mathbb 1,
\]

so \(\mathcal P_2=N\,\mathrm{tr}(D_{ac}D_{bd})\), with \(N\) fixed by the trace of the projector, \(5=N\sum_{ac}\mathrm{tr}D_{ac}^2\). Completeness of the \(M_a\) among symmetric traceless matrices gives

\[
\sum_aM_aXM_a=\tfrac12(X^T+\mathrm{tr}X\,\mathbb 1)-\tfrac13X .
\]

For \(X=\mathbb 1\) this is \(\frac53\mathbb 1\); for \(X=M_c\) it is \(\frac16M_c\). Therefore

\[
\sum_{ac}\mathrm{tr}D_{ac}^2=\sum_{ac}\big[2\,\mathrm{tr}(M_aM_cM_aM_c)+2\,\mathrm{tr}(M_a^2M_c^2)-\tfrac43\delta_{ac}\big]
=\tfrac53+\tfrac{50}{3}-\tfrac{20}{3}=\tfrac{35}{3}.
\]

So \(N=3/7\), and

\[
\boxed{V_{abcd}=(A+C)\delta_{ac}\delta_{bd}+C(\delta_{ad}\delta_{bc}+\delta_{ab}\delta_{cd})+6B\,\mathrm{tr}(D_{ac}D_{bd})}
\]

The first two terms are a Kanamori interaction with \(J=C\), \(U'=A+C\), \(U=A+3C\). The five-orbital Kanamori model is thus the \(B=0\) case of the d shell. What it lacks is the last term, which knows how the orbitals are oriented in space.

**First missing piece: unequal \(U'_{ab}\) and \(J_{ab}\)**

From \(D_{aa}=2M_a^2-\frac23\mathbb 1\),

\[
\begin{gathered}
D_{xy,xy}=D_{x^2-y^2,x^2-y^2}=-D_{z^2,z^2}=\tfrac13\mathrm{diag}(1,1,-2),\\
D_{yz,yz}=\tfrac13\mathrm{diag}(-2,1,1),\qquad D_{xz,xz}=\tfrac13\mathrm{diag}(1,-2,1).
\end{gathered}
\]

Each has \(\mathrm{tr}D_{aa}^2=\frac23\), so \(U=A+4B+3C\) for all five orbitals. The density repulsion is \(U'_{ab}=A+C+6B\,\mathrm{tr}(D_{aa}D_{bb})\).

The exchange follows without new integrals. A traceless symmetric \(3\times3\) matrix with \(\mathrm{tr}M^2=1\) has \(\mathrm{tr}M^4=\frac12\), so every normalized real d orbital has the same \(U\). Apply this to \(\cos\theta\,\phi_a+\sin\theta\,\phi_b\). The terms in \(\cos^2\theta\sin^2\theta\) require \(U'_{ab}+2J_{ab}=U\), and the odd terms require elements of type \(V_{aaab}\) to vanish. A parallel-spin pair then has diagonal energy \(U'_{ab}-J_{ab}=U-3J_{ab}\):

- \((xy,x^2-y^2)\): \(J_{ab}=C\), energy \(A+4B\).
- \((z^2,xz)\), \((z^2,yz)\): \(J_{ab}=C+B\), energy \(A+B\).
- the three \(t_{2g}\) pairs, \((x^2-y^2,xz)\), \((x^2-y^2,yz)\): \(J_{ab}=C+3B\), energy \(A-5B\).
- \((z^2,x^2-y^2)\), \((z^2,xy)\): \(J_{ab}=C+4B\), energy \(A-8B\).

If you use this correct table but keep only the Kanamori operators, the triplets do split, but into four levels with orbital degeneracies 1, 2, 5 and 2. Even cubic symmetry is lost, because the off-diagonal elements that belong to the table have been dropped.

**Second missing piece: three-index terms**

Between parallel-spin pairs the matrix element is \(V_{abcd}-V_{abdc}\). Take \((z^2,yz)\) and \((x^2-y^2,yz)\), which share \(yz\). For the direct part, \(D_{z^2,x^2-y^2}=\mathrm{diag}(-1,1,0)/\sqrt3\), so

\[
\langle z^2\,yz|v|x^2{-}y^2\,yz\rangle=6B\cdot\frac{2+1}{3\sqrt3}=2\sqrt3\,B .
\]

For the exchange part, \(D_{z^2,yz}\) and \(D_{x^2-y^2,yz}\) have only \((y,z)\) and \((z,y)\) entries, equal to \(1/\sqrt{12}\) and \(-1/2\). Hence

\[
\langle z^2\,yz|v|yz\,x^2{-}y^2\rangle=6B\cdot2\cdot\frac1{\sqrt{12}}\Big(-\frac12\Big)=-\sqrt3\,B .
\]

The coupling is \(2\sqrt3B+\sqrt3B=3\sqrt3B\). With energies counted from \(A\), in units of \(B\),

\[
\begin{pmatrix}1&3\sqrt3\\3\sqrt3&-5\end{pmatrix}\;\Rightarrow\;-2\pm\sqrt{9+27}=4,\,-8 .
\]

The same happens with \(xz\) in place of \(yz\). Reflections in the coordinate planes and the quarter turn about \(z\) forbid other couplings between pairs that share an orbital. The levels are now \(A-8B\) (4 states), \(A-5B\) (3) and \(A+4B\) (3). This pattern fits cubic symmetry. By reflection parity, the four-index elements still left out are exactly those with all three \(t_{2g}\) orbitals and one \(e_g\) orbital, and cubic operations map this class into itself. There are three threefold levels and the single state \((z^2,x^2-y^2)\). That state coincides with the threefold level at \(A-8B\), which cubic symmetry alone does not require. These are not yet the degeneracies of a sphere.

**Third missing piece: four-index terms**

The pairs \((xz,yz)\) and \((x^2-y^2,xy)\) have no orbital in common. The same matrix products give

\[
\langle xz\,yz|v|x^2{-}y^2\,xy\rangle=6B\cdot2\cdot\tfrac12\cdot\tfrac12=3B,
\]
\[
\langle xz\,yz|v|xy\,x^2{-}y^2\rangle=6B\cdot2\cdot\tfrac12\cdot\big(-\tfrac12\big)=-3B .
\]

The coupling is \(6B\). Reflections and the quarter turn separate these two pairs from the other eight, so the block is closed:

\[
\begin{pmatrix}-5&6\\6&4\end{pmatrix}\;\Rightarrow\;-\tfrac12\pm\sqrt{\tfrac{81}{4}+36}=-\tfrac12\pm\tfrac{15}{2}=7,\,-8 .
\]

With all terms present the interaction is spherical, so the ten levels take just two values, one sevenfold and one threefold. The trace decides which is which. The ten diagonal energies sum to \(10A-35B\), and \(7(-8)+3(7)=-35\), whereas the opposite assignment gives \(+25\). Hence

\[
E(^3F)=A-8B,\qquad E(^3P)=A+7B,\qquad E(^3P)-E(^3F)=15B .
\]

Both classes of terms are needed. If the three-index terms are removed while the four-index terms stay, numerical diagonalization of the \(10\times10\) matrix gives five levels, at \(-9.54\), \(-8\), \(-3.72\), \(4.26\) and \(7\) in the same units.

**Could a cleverly fitted table do it?**

No, if the states are to be true multiplets. In the last block the eigenvector for \(+7\) satisfies \(-12u+6v=0\), so \(v=2u\). This component of \(^3P\) has weight \(1/5\) on \((xz,yz)\) and \(4/5\) on \((x^2-y^2,xy)\).

With any table \(U'_{ab},J_{ab}\) and no three- or four-index terms, the parallel-spin Hamiltonian is diagonal in these pairs. The mixture can be an eigenstate only if both pairs have the same energy. But then the orthogonal mixture, which belongs to \(^3F\), has that energy too, and the splitting is gone. You could fit ten numbers to a seven-plus-three pattern, but the eigenstates would not have definite \(L\).

**Numbers, and what a uniform model keeps**

Take the round model parameters \(A=3.0\), \(B=0.1\), \(C=0.4\) eV, which correspond to \(F^0=3.56\), \(F^2=7.70\), \(F^4=5.04\) eV. Then \(U=3.0+0.4+1.2=4.6\) eV. The mean of the ten \(J_{ab}\) is

\[
\bar J=C+\tfrac{0+2\cdot1+5\cdot3+2\cdot4}{10}B=C+\tfrac52B=0.65\ \text{eV},
\]

and \(U'=U-2\bar J=3.3\) eV. The uniform model puts all triplets at \(U'-\bar J=2.65\) eV, the mean of the true triplet energies.

Its singlets are just as simple. Open-shell singlets lie at \(U'+\bar J=U-\bar J\). The five doubly occupied configurations, coupled by \(\bar J\), give \(U-\bar J\) four times and \(U+4\bar J\) once.

The true singlets follow from the tensor:

- \(^1S\) is the equal sum of the doubly occupied orbitals. Its energy is \(U+4\bar J=A+14B+7C\), the same as in the uniform model.
- \(^1G\) contains two electrons in \((\phi_{x^2-y^2}+i\phi_{xy})/\sqrt2\). Direct and exchange deltas contribute \(A+2C\), the pair-hopping delta vanishes because \(1+i^2=0\), and the last term gives \(6B\cdot\frac23\). The energy is \(A+4B+2C\).
- \(^1D\) follows from the sum over all 15 singlets, \(15U-10\bar J=15A+35B+35C\). Subtracting nine times \(^1G\) and once \(^1S\) leaves \(5A-15B+10C\), so the energy is \(A-3B+2C\).

| term | full (eV) | uniform Kanamori (eV) |
|---|---|---|
| \(^3F\) | 2.20 | 2.65 |
| \(^1D\) | 3.50 | 3.95 |
| \(^3P\) | 3.70 | 2.65 |
| \(^1G\) | 4.20 | 3.95 |
| \(^1S\) | 7.20 | 7.20 |

The full splitting is \(3.70-2.20=1.50\) eV, or about 12100 cm\(^{-1}\); the Kanamori splitting is zero. The uniform model retains Hund's first rule, since triplets lie lowest, but loses the second, which selects \(L=3\). Its ground level has \(10\times3=30\) states instead of \(7\times3=21\).

Three electrons show the same fault. Three parallel spins are two holes in a filled spin-up shell, and two holes repel with the same matrix as two electrons, up to a constant. The quartets are therefore again split by \(15B\): \(^4F\) at 7.50 eV and \(^4P\) at 9.00 eV. Kanamori puts both at \(3\times2.65=7.95\) eV.

**When the Kanamori form is right**

Within \(t_{2g}\) alone, reflections forbid the three-index terms, there is no fourth orbital, and all three pairs share \(J=C+3B\). Within \(e_g\) alone there is one pair, with \(J=C+4B\), and elements of type \(V_{aaab}\) vanish. In both subspaces the Kanamori form holds without approximation for this interaction, each with its own \(J\).

It is therefore a good start when a crystal field leaves only one subspace active. The correction can be estimated for two electrons in \(t_{2g}\), with \(e_g\) higher by \(\Delta\gg B\). In the \(2\times2\) block above the pair \((x^2-y^2,xy)\) is then raised by \(\Delta\), so the diagonal gap is \(\Delta+9B\), and the \(6B\) coupling lowers the triplet by about \(36B^2/(\Delta+9B)\), an effect that a pure \(t_{2g}\) model omits. This reduces to \(36B^2/\Delta\) only for \(\Delta\gg9B\). For \(B=0.1\) eV and \(\Delta=1\) eV the block gives \(\sqrt{0.95^2+0.6^2}-0.95=0.17\) eV, against 0.19 eV from the first estimate and 0.36 eV from the second.

For a free ion, or whenever \(t_{2g}\) and \(e_g\) are both active and multiplet energies matter, build all \(V_{abcd}\) from \(F^0,F^2,F^4\), or use the boxed formula. If the radial functions differ between orbitals, or screening in a solid is not spherical, three Slater integrals no longer suffice, and the tensor has to be computed for the orbitals actually used.
